# Neutrino magnetic moment versus weak scattering on electrons

## Problem

A neutrino of energy $E$ hits a free electron at rest, of mass $m$, and the electron recoils with kinetic energy $T$. The neutrino is a Dirac particle of negligible mass and definite helicity (left-handed). It has no charge, charge radius or electric dipole moment, but it has a magnetic moment $\mu_\nu=\mu\,\mu_B$. Here $\mu_B=e/(2m)$ is the Bohr magneton, so $\mu$ is a pure number. Work at tree level with $\hbar=c=1$, $e^2=4\pi\alpha$ and metric $(+,-,-,-)$.

(a) Show that photon exchange gives
$$\frac{d\sigma_{\rm mag}}{dT}=\frac{\pi\alpha^2\mu^2}{m^2}\left(\frac1T-\frac1E\right).$$

(b) Show that this amplitude does not interfere with the weak one, and say what this depends on.

(c) Find the recoil energy at which the magnetic and weak cross sections $d\sigma/dT$ are equal. Evaluate it for $\nu_e$ with $\mu=10^{-11}$ and $E=1$ MeV.

For the weak part, take the low-energy amplitude
$$M_w=-2\sqrt2\,G\,[\bar u'\gamma^\alpha P_Lu]\,[\bar u_e'\gamma_\alpha(g_LP_L+g_RP_R)u_e],$$
where $G$ is the Fermi constant, $P_{L,R}=(1\mp\gamma_5)/2$ and $g_R=\sin^2\theta_W$. For $\nu_e$, $g_L=\sin^2\theta_W+\tfrac12$, which includes $W$ exchange. For $\nu_\mu$ and $\nu_\tau$, $g_L=\sin^2\theta_W-\tfrac12$.

## Hints

1. Express all scalar products through $m$, $E$ and $T$ before taking any trace.
2. For massless spinors, the matrix element of $i\sigma^{\alpha\beta}q_\beta$ reduces to a vector times $\bar u'u$.
3. For (b), ask which helicity the outgoing neutrino has in each process.
4. For (c), multiply the equality by $T$ and look first at $T\ll E$.

## Solution

### Kinematics and phase space

Let the neutrino go from $k$ to $k'$ and the electron from $p$ to $p'$, with $q=k'-k=p-p'$. In the rest frame of the initial electron,
$$q^2=2m^2-2m(m+T)=-2mT .$$
For a massless neutrino $q^2=-2k\cdot k'$, so $k\cdot k'=mT$. The other products are
$$p\cdot k=p'\cdot k'=mE,\qquad p\cdot k'=p'\cdot k=m(E-T).$$
The equalities within each pair follow from squaring $p+k=p'+k'$ and $p-k'=p'-k$.

If the neutrino is deflected by $\theta$, then $mT=E(E-T)(1-\cos\theta)$. The largest recoil, at $\theta=\pi$, is
$$T_{\max}=\frac{2E^2}{m+2E}.$$

The flux factor is $1/(4mE)$. After the momentum delta function is used, the two-body phase space is
$$\frac1{16\pi^2}\int\frac{d^3p'}{E_{p'}E_{k'}}\,\delta(E+m-E_{p'}-E_{k'}).$$
Write $P=|\mathbf p'|$, and let $\chi$ be the angle between $\mathbf p'$ and $\mathbf k$. Since $P\,dP=E_{p'}\,dT$, we have $d^3p'=2\pi PE_{p'}\,dT\,d\cos\chi$. From $E_{k'}^2=E^2+P^2-2EP\cos\chi$, the integral of the delta function over $\cos\chi$ gives $E_{k'}/(EP)$. What remains is $dT/(8\pi E)$, and therefore
$$\frac{d\sigma}{dT}=\frac{\langle|M|^2\rangle}{32\pi mE^2}.$$
The brackets mean an average over the initial electron spin and a sum over final spins. There is no average over neutrino helicity, because the beam has one helicity.

### (a) The magnetic cross section

The interaction $-\tfrac12\mu_\nu\,\bar\nu\sigma^{\alpha\beta}\nu F_{\alpha\beta}$ gives the neutrino an electromagnetic current with matrix element $\mu_\nu\,\bar u'i\sigma^{\alpha\beta}q_\beta u$. Joining it to the electron current by a photon propagator gives, up to an overall sign,
$$M_{\rm mag}=\frac{e\mu_\nu}{q^2}\,[\bar u_e'\gamma_\alpha u_e][\bar u'i\sigma^{\alpha\beta}q_\beta u],\qquad e\mu_\nu=\frac{\mu e^2}{2m}=\frac{2\pi\alpha\mu}{m}.$$

Since $\sigma^{\alpha\beta}=\tfrac i2[\gamma^\alpha,\gamma^\beta]$, we have $i\sigma^{\alpha\beta}q_\beta=-\tfrac12[\gamma^\alpha,\not q]$. Insert $\not q=\not k'-\not k$ and use $\bar u'\not k'=0$ and $\not k u=0$. Two of the four terms vanish, leaving
$$\bar u'[\gamma^\alpha,\not q]u=\bar u'(\gamma^\alpha\not k'+\not k\gamma^\alpha)u=2(k+k')^\alpha\,\bar u'u .$$
The last step anticommutes $\not k'$ to the left and $\not k$ to the right, where they give zero. With $K=k+k'$,
$$\bar u'i\sigma^{\alpha\beta}q_\beta u=-K^\alpha\,\bar u'u .$$

For a left-handed initial neutrino $u\bar u=P_L\not k$, so
$$\sum|\bar u'u|^2={\rm Tr}[\not k'P_L\not k]=2k\cdot k'=2mT .$$

The averaged electron tensor is
$$\tfrac12{\rm Tr}[(\not p'+m)\gamma^\alpha(\not p+m)\gamma^\beta]=2\left[p'^\alpha p^\beta+p^\alpha p'^\beta-g^{\alpha\beta}(p\cdot p'-m^2)\right].$$
We need $p\cdot p'-m^2=mT$, $K^2=2k\cdot k'=2mT$ and $p\cdot K=p'\cdot K=m(2E-T)$. Contraction with $K_\alpha K_\beta$ gives
$$4m^2(2E-T)^2-4m^2T^2=4m^2(2E)(2E-2T)=16m^2E(E-T).$$

Collecting the factors, with $q^4=4m^2T^2$,
$$\langle|M_{\rm mag}|^2\rangle=\frac{4\pi^2\alpha^2\mu^2}{m^2}\,\frac{2mT\cdot16m^2E(E-T)}{4m^2T^2}=\frac{32\pi^2\alpha^2\mu^2E(E-T)}{mT}.$$
Division by $32\pi mE^2$ gives
$$\frac{d\sigma_{\rm mag}}{dT}=\frac{\pi\alpha^2\mu^2}{m^2}\,\frac{E-T}{ET}=\frac{\pi\alpha^2\mu^2}{m^2}\left(\frac1T-\frac1E\right).$$

The squared propagator supplies $1/T^2$, and the dipole factor $|\bar u'u|^2\propto T$ removes one power. The remaining $1/T$ makes small recoils the sensitive region. For $T\ll E$ the result no longer depends on the neutrino energy.

### (b) Why there is no interference

The weak vertex obeys $\gamma^\alpha P_L=P_R\gamma^\alpha$, and $\bar u'P_R$ is the conjugate of $P_Lu'$. The outgoing neutrino is therefore left-handed. The dipole matrix $\sigma^{\alpha\beta}$ commutes with $\gamma_5$, so $\sigma^{\alpha\beta}P_L=P_L\sigma^{\alpha\beta}$. Now $\bar u'P_L$ is the conjugate of $P_Ru'$, and the outgoing neutrino is right-handed.

For a massless particle chirality fixes helicity, so the two processes lead to orthogonal final states. For each final helicity one of the two amplitudes is zero. The cross term vanishes before any sum over electron spins, so polarizing the electrons does not restore it.

The argument uses two assumptions, and each can fail.

- **Neutrino mass.** A helicity spinor of mass $m_\nu$ contains the other chirality with relative amplitude about $m_\nu/(2E)$. Both processes can then reach the same final helicity, and a cross term linear in $m_\nu/E$ is allowed. To measure it, divide the summed product of the two amplitudes by the square root of the product of their summed squares. At $E=1$ MeV and $T=300$ keV this overlap is $6.53\times10^{-3}$ for a deliberately large mass of 10 keV, and $3.27\times10^{-3}$ for 5 keV. It halves with the mass, as expected.
- **Mixed helicity.** If the incoming state is a coherent superposition of both helicities, the weak process acting on the left-handed part and the dipole acting on the right-handed part both give a left-handed neutrino. At the same $E$ and $T$, with zero mass, the overlap of these two sets of amplitudes is 0.81. The actual interference also depends on the coefficients of the superposition and on the azimuth of the recoil about the beam. The two initial helicities differ by one unit of angular momentum along the beam, so for unpolarized electrons the cross term varies sinusoidally with azimuth. It therefore appears as an azimuthal asymmetry and integrates to zero in $d\sigma/dT$.

### (c) The weak cross section

The neutrino factor is $N^{\alpha\beta}={\rm Tr}[\not k'\gamma^\alpha P_L\not k\gamma^\beta]$. In the electron factor, the matrix between $\gamma_\alpha$ and $\gamma_\beta$ is
$$(g_LP_L+g_RP_R)(\not p+m)(g_LP_R+g_RP_L)=(g_L^2P_L+g_R^2P_R)\not p+g_Lg_Rm .$$

*Squared terms.* Each chiral trace is twice the sum of a symmetric part, such as $k'^\alpha k^\beta+k^\alpha k'^\beta-g^{\alpha\beta}k\cdot k'$, and an imaginary antisymmetric part. The product of the symmetric parts is
$$2[(k'\cdot p')(k\cdot p)+(k'\cdot p)(k\cdot p')].$$
The product of the antisymmetric parts is
$$\pm2[(k'\cdot p')(k\cdot p)-(k'\cdot p)(k\cdot p')],$$
with the plus sign for equal chiralities. This follows from $\epsilon^{\alpha\beta\rho\sigma}\epsilon_{\alpha\beta\kappa\lambda}=-2(\delta^\rho_\kappa\delta^\sigma_\lambda-\delta^\rho_\lambda\delta^\sigma_\kappa)$ and $i^2=-1$. Including the factor $2\times2$, the results are
$$g_L^2:\ 16(k'\cdot p')(k\cdot p)=16m^2E^2,\qquad g_R^2:\ 16(k'\cdot p)(k\cdot p')=16m^2(E-T)^2 .$$

*Mixed term.* The electron trace is $g_Lg_Rm^2\,{\rm Tr}[\gamma_\alpha\gamma_\beta]=4g_Lg_Rm^2g_{\alpha\beta}$. Because $\gamma^\alpha\not k\gamma_\alpha=-2\not k$, we have $N^\alpha{}_\alpha=-2\,{\rm Tr}[\not k'P_R\not k]=-4mT$. The contribution is $-16g_Lg_Rm^3T$.

The prefactor is $8G^2$, and the electron spin average supplies $\tfrac12$. Hence $\langle|M_w|^2\rangle=64G^2m^2E^2W$ and
$$\frac{d\sigma_w}{dT}=\frac{2G^2m}{\pi}W,\qquad W=g_L^2+g_R^2\left(1-\frac TE\right)^2-g_Lg_R\frac{mT}{E^2}.$$

### (c) The recoil energy of equal rates

Set the two cross sections equal and multiply by $\pi T/(2G^2m)$:
$$K_0\left(1-\frac TE\right)=T\,W(T),\qquad K_0=\frac{\pi^2\alpha^2\mu^2}{2G^2m^3}.$$
Define $A=g_L^2+g_R^2$ and $B=2g_R^2/E+g_Lg_Rm/E^2$, so that $W=A-BT+g_R^2T^2/E^2$. The condition is the cubic
$$\frac{g_R^2}{E^2}T^3-BT^2+\left(A+\frac{K_0}E\right)T-K_0=0 .$$
At low recoil only $AT=K_0$ survives, which gives
$$T_0=\frac{\pi^2\alpha^2\mu^2}{2G^2m^3(g_L^2+g_R^2)} .$$
For the first correction, drop the cubic term, divide by $A$ and replace $T$ by $T_0$ in the small terms:
$$T=\frac{T_0}{1+T_0/E-BT/A}\simeq T_0\left[1+T_0\left(\frac BA-\frac1E\right)\right].$$
This requires $T_0\ll E$ and $T_0|B|/A\ll1$. For $E\ll m$ the second condition is the stricter one, because $B$ contains $m/E^2$. The root must also lie below $T_{\max}$. For $\mu=10^{-11}$ and the couplings used below, the magnetic rate exceeds the weak one over the whole spectrum, and there is no crossing, when $E$ is below about 36 keV for $\nu_e$ or 41 keV for $\nu_\mu$.

**Numbers.** With $\sin^2\theta_W=0.22305$ (the on-shell value), $\nu_e$ has $g_L=0.72305$, $g_R=0.22305$ and $A=0.57255$. The two prefactors are $\pi\alpha^2\mu^2/m^2=2.4947\times10^{-47}$ cm² and $2G^2m/\pi=1.7233\times10^{-44}$ cm²/MeV. Their ratio is $K_0=1.4476$ keV, so
$$T_0=\frac{1.4476\ {\rm keV}}{0.57255}=2.528\ {\rm keV}.$$
For the correction, $B=0.0995+0.0824=0.1819$ MeV$^{-1}$ and $B/A-1/E=-0.682$ MeV$^{-1}$. The relative shift is $-0.682\times0.002528=-0.0017$, which gives $T=2.524$ keV, or $4.04\times10^{-16}$ J. A root search on cross sections built from explicit spinors gives the same value, and the cubic has no other root in the allowed range at this energy.

The magnetic-to-weak ratio is 5.06 at 0.5 keV, 0.25 at 10 keV and 0.023 at 100 keV. The weak rate changes by about 3% over this range, so nearly all the variation comes from the magnetic $1/T$.

Since $T_0\propto\mu^2$, a moment ten times smaller moves the crossing down by a factor of 100, to about 25 eV. The free-electron formula fails once $T$ is comparable with atomic binding energies. This already matters at a few keV for the inner shells of heavier atoms. Radiative corrections, also omitted, shift the effective weak couplings. At low momentum transfer the effective $\sin^2\theta_W$ is near 0.239. Using 0.2386 in the same formulas moves the $\nu_e$ crossing to 2.40 keV, about 5% lower, and moves the special antineutrino energy of Variation 2 from 0.573 to 0.535 MeV. The digits above therefore serve to compare formulas, and the physical value is uncertain already in its second digit.

## Variation 1: muon neutrinos

*How does the crossing move for $\nu_\mu$ with the same moment and energy?*

The magnetic rate is unchanged, but without $W$ exchange $g_L=-0.27695$ and $A=0.12645$. Then
$$T_0=\frac{1.4476\ {\rm keV}}{0.12645}=11.45\ {\rm keV}.$$
The first-order correction lowers this by about 0.5%, to 11.39 keV. The crossing is higher than for $\nu_e$ by approximately the ratio of the two values of $A$, about 4.5, because the competing weak rate is smaller. At 1 MeV and equal moments, the magnetic signal therefore dominates over a wider recoil range for $\nu_\mu$ than for $\nu_e$.

## Variation 2: electron antineutrinos and a second crossing

*For $\bar\nu_e$, can the rates be equal at more than one recoil?*

For antineutrinos $k$ and $-k'$ trade places in the neutrino trace. This exchanges the two squared terms, so $g_L\leftrightarrow g_R$ in $W$. The sum $A$, and hence $T_0$, is unchanged. At 1 MeV the exchange affects only the small correction, and the crossing is at 2.535 keV.

The end of the spectrum is different. Let $r=m/(m+2E)$. At $T_{\max}$ one has $1-T/E=r$ and $mT/E^2=2r$, so for antineutrinos
$$W(T_{\max})=g_R^2+g_L^2r^2-2g_Lg_Rr=(g_R-g_Lr)^2 .$$
This vanishes when $r=g_R/g_L$, that is, when $2E=m(g_L-g_R)/g_R$. With $g_L-g_R=\tfrac12$,
$$E=\frac m{4\sin^2\theta_W}=0.573\ {\rm MeV},\qquad T_{\max}=396.06\ {\rm keV}.$$
The magnetic rate does not vanish there, since $1/T_{\max}-1/E=m/(2E^2)$. It therefore wins at both ends of the spectrum, while for $\mu=10^{-11}$ the weak rate wins in between. The endpoint condition $(g_R-g_Lr)^2<K_0m/(2E^2)$ shows that for this moment the second crossing exists for $E$ between about 0.436 and 0.691 MeV.

The upper crossing follows from a linear expansion. At the endpoint
$$-\frac{dW}{dT}=\frac{2g_L^2r}{E}+\frac{g_Lg_Rm}{E^2}=\frac{g_Lg_R}{E}\left(2+\frac mE\right)=0.814\ {\rm MeV}^{-1},$$
where $g_Lr=g_R$ was used. The magnetic side of the equality, divided by $T$, is $K_0m/(2E^2)=1.13\times10^{-3}$. The crossing thus lies about $1.13\times10^{-3}/0.814$ MeV $\approx1.4$ keV below the endpoint. The full cubic gives crossings at 2.541 keV and 394.66 keV, the second being 1.40 keV below the endpoint. The numerical output below lists both crossings.

## Numbers as computed

```
electron mass m = 0.510999 MeV
1/alpha = 137.0360
Fermi constant G = 1.166379e-11 MeV^-2
sin^2 theta_W (on-shell) = 0.22305
nu_e couplings: gL = 0.72305, gR = 0.22305
nu_mu coupling: gL = -0.27695
gL^2 + gR^2: nu_e 0.57255, nu_mu 0.12645
chosen magnetic moment mu = 1.0e-11 Bohr magnetons
chosen neutrino energy E = 1.000 MeV
largest recoil at this E = 796.50 keV
pi alpha^2 mu^2/m^2 = 2.4947e-47 cm^2
2 G^2 m/pi = 1.7233e-44 cm^2/MeV
K0 = 1.4476 keV
low-recoil crossing T0, nu_e = 2.5284 keV
low-recoil crossing T0, nu_mu = 11.4481 keV
nu_e: crossing from spinor rates = 2.5240 keV
nu_e: first-order formula = 2.5240 keV
anti-nu_e: crossing from spinor rates = 2.5346 keV
anti-nu_e: first-order formula = 2.5346 keV
nu_e crossing in joule = 4.0440e-16 J
nu_e rates dsigma/dT in cm^2/MeV (from spinors):
  T =   0.5000 keV: magnetic 4.9868e-44, weak 9.8650e-45, ratio 5.0551
  T =   2.5240 keV: magnetic 9.8587e-45, weak 9.8587e-45, ratio 1.0000
  T =  10.0000 keV: magnetic 2.4697e-45, weak 9.8353e-45, ratio 0.2511
  T = 100.0000 keV: magnetic 2.2452e-46, weak 9.5617e-45, ratio 0.0235
interference tests at E = 1.0 MeV, T = 300 keV (normalized overlap):
  massless, pure helicity: 0.0e+00
  neutrino mass 10 keV: 6.533e-03
  neutrino mass 5 keV: 3.266e-03
  weak from left, magnetic from right helicity: 0.8116
anti-nu_e energy of vanishing weak endpoint = 0.57274 MeV
  largest recoil there = 396.059 keV
  first crossing there = 2.5406 keV
  second crossing there = 394.662 keV
```
